# Energy balance of melt-mediated self-sustaining crystallization in amorphous silicon: verification in Python

```python
"""
Self-sustaining crystallization of amorphous silicon through a moving melt.
Result under test, for a steady plane wave without external heat:
  L_c(T2) = L_a(T1) + c_s*(T1-T0) + c_l*(T2-T1)
  thickness = k_l/(rho*v*c_l) * log(L_c(T2)/(L_a(T1)+c_s*(T1-T0)))
T0: initial amorphous temperature; T1: melting front; T2: freezing front
L_a, L_c: latent heats of melting of amorphous and crystalline solid
c_s, c_l: heat capacities of both solids and of the liquid; rho: density
k_a, k_l, k_c: conductivities; v: wave speed
mu_a, mu_c: speed per kelvin of superheating or undercooling
The test evolves both fronts in time from heat balances of small cells and
the front kinetics. It does not use the steady formulas. Units are SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Rough silicon-like input parameters
T_mc, T_ma = 1685.0, 1420.0
L_c, L_a = 1.80e6, 1.35e6
c_s = 1000.0
rho = 2330.0
k_a, k_l, k_c = 1.8, 55.0, 25.0
mu_a, mu_c = 0.10, 0.10
T_start = 1120.0
molar_mass = 28.0855e-3


def latent_heats(T1, T2, c_l):
    """Latent heats at the actual front temperatures."""
    melt = L_a + (c_l - c_s) * (T1 - T_ma)
    freeze = L_c + (c_l - c_s) * (T2 - T_mc)
    return melt, freeze


def steady_wave(T0, c_l=c_s):
    """Closed formulas for speed, front temperatures and thickness."""
    undercooling = (c_l * (T_mc - T_ma) + c_s * (T_ma - T0)
                    - (L_c - L_a)) / c_s
    v = mu_c * undercooling
    T2 = T_mc - undercooling
    T1 = T_ma + v / mu_a
    melt, freeze = latent_heats(T1, T2, c_l)
    demand = melt + c_s * (T1 - T0)
    thickness = k_l / (rho * v * c_l) * np.log(freeze / demand)
    return v, T1, T2, thickness


# Nodes run from the far crystal through the liquid to the amorphous side.
# The crystal grid moves with the freezing front, the amorphous grid with
# the melting front, and the liquid grid stretches between them.
n_c, n_l, n_a = 80, 16, 200
i_freeze, i_melt = n_c, n_c + n_l
depth_c = 20e-6 * np.expm1(3.5 * np.linspace(0, 1, n_c + 1)) / np.expm1(3.5)
y_a = np.linspace(0, 1.0e-6, n_a + 1)
liquid = slice(n_c, n_c + n_l)
eta_mid = (np.arange(n_l) + 0.5) / n_l
conductivity = np.concatenate((np.full(n_c, k_c), np.full(n_l, k_l),
                               np.full(n_a, k_a)))


def evolve(T0, c_l=c_s, duration=10e-6, step_scale=1.0):
    """Evolve from a 60 nm layer; stop early if it shrinks to 5 nm.

    Steps grow with elapsed time, so that the first moments are resolved.
    """
    ell = 60e-9
    dx = np.concatenate((np.diff(depth_c)[::-1], np.full(n_l, ell / n_l),
                         np.diff(y_a)))
    capacity = np.full(n_c + n_l + n_a, rho * c_s)
    capacity[liquid] = rho * c_l
    T = np.concatenate((np.full(n_c + 1, 1560.0), np.full(n_l - 1, 1550.0),
                        T0 + (1500.0 - T0) * np.exp(-y_a / 70e-9)))
    T[-1] = T0
    face_speed = np.empty(n_c + n_l + n_a)
    bands = np.zeros((3, len(T)))
    time = 0.0
    times, history = [time], [ell]
    vanish_time = None
    while time < duration:
        dt = step_scale * min(2e-9, max(0.02e-9, 0.01 * time))
        T1, T2 = T[i_melt], T[i_freeze]
        v1, v2 = mu_a * (T1 - T_ma), mu_c * (T_mc - T2)
        face_speed[:n_c] = v2
        face_speed[liquid] = v2 + eta_mid * (v1 - v2)
        face_speed[i_melt:] = v1
        dx[liquid] = ell / n_l
        conduct = conductivity / dx
        carry = 0.5 * capacity * face_speed
        from_left, from_right = conduct - carry, conduct + carry
        half_store = 0.5 * capacity * dx / dt
        store = np.zeros(len(T))
        store[:-1] += half_store
        store[1:] += half_store
        diagonal = store.copy()
        diagonal[:-1] += from_right
        diagonal[1:] += from_left
        right = store * T
        melt, freeze = latent_heats(T1, T2, c_l)
        diagonal[i_melt] += rho * melt * mu_a
        right[i_melt] += rho * melt * mu_a * T_ma
        diagonal[i_freeze] += rho * freeze * mu_c
        right[i_freeze] += rho * freeze * mu_c * T_mc
        bands[0, 1:] = -from_right
        bands[1] = diagonal
        bands[2, :-1] = -from_left
        bands[1, -1], bands[2, -2], right[-1] = 1.0, 0.0, T0
        T = solve_banded((1, 1), bands, right, check_finite=False)
        ell += dt * (mu_a * (T[i_melt] - T_ma) - mu_c * (T_mc - T[i_freeze]))
        time += dt
        times.append(time)
        history.append(ell)
        if ell < 5e-9:
            vanish_time = time
            break
    assert np.all(np.isfinite(T))
    return T, np.array(times), np.array(history), vanish_time


def settling_time(times, history, final):
    """Time after which the thickness stays within ten percent of final."""
    deviation = np.abs(history / final - 1)
    last = np.where(deviation > 0.10)[0][-1]
    part = (deviation[last] - 0.10) / (deviation[last] - deviation[last + 1])
    return times[last] + part * (times[last + 1] - times[last])


# Main case: the evolution must find the predicted steady wave
v, T1, T2, thickness = steady_wave(T_start)
T_run, times, history, vanished = evolve(T_start)
assert vanished is None
S1, S2, S_ell = T_run[i_melt], T_run[i_freeze], history[-1]
v_run = mu_c * (T_mc - S2)
assert abs(v_run / v - 1) < 1e-3
assert abs(mu_a * (S1 - T_ma) / v - 1) < 1e-3
assert abs(S_ell / thickness - 1) < 5e-3
assert np.max(np.abs(T_run[:i_freeze + 1] - T2)) < 0.2
Sl = T_run[i_freeze:i_melt + 1]
cell = S_ell / n_l
flux_freeze = -k_l * (-3 * Sl[0] + 4 * Sl[1] - Sl[2]) / (2 * cell)
flux_melt = -k_l * (3 * Sl[-1] - 4 * Sl[-2] + Sl[-3]) / (2 * cell)
assert abs(flux_freeze / (rho * v * L_c) - 1) < 3e-3
assert abs(flux_melt / (rho * v * (L_a + c_s * (T1 - T_start))) - 1) < 3e-3
preheat_length = k_a / (rho * v * c_s)
profile = T_start + (T1 - T_start) * np.exp(-y_a / preheat_length)
assert np.max(np.abs(T_run[i_melt:] - profile)) < 0.5

# Start-up time, and its independence of the time step
settle_time = settling_time(times, history, thickness)
_, coarse_times, coarse_history, _ = evolve(T_start, step_scale=2.0)
coarse_settle = settling_time(coarse_times, coarse_history, thickness)
assert abs(coarse_settle / settle_time - 1) < 0.05, (coarse_settle,
                                                     settle_time)

# Unequal heat capacities test the general formula
c_variant = 1.03 * c_s
vv, V1, V2, v_thickness = steady_wave(T_start, c_variant)
T_variant, _, variant_history, variant_vanished = evolve(T_start, c_variant)
assert variant_vanished is None
assert abs(mu_c * (T_mc - T_variant[i_freeze]) / vv - 1) < 1e-3
assert abs(variant_history[-1] / v_thickness - 1) < 5e-3

# The predicted lower edge must separate survival from disappearance
v_max = (T_mc - T_ma) / (1 / mu_a + 1 / mu_c)
T0_high = T_mc - (L_c - L_a) / c_s
T0_low = T0_high - v_max / mu_c
T_alive, T_dead = 1110.0, 1095.0
assert T_dead < T0_low < T_alive < T0_high
_, _, alive_history, alive_vanished = evolve(T_alive)
_, _, _, vanish_time = evolve(T_dead)
assert alive_vanished is None
assert abs(alive_history[-1] / steady_wave(T_alive)[3] - 1) < 0.01
assert vanish_time is not None

# Cold layer at the same imposed speed: integrate backwards from melting front
T_cold = 300.0
missing_heat = c_s * (T2 - T_cold) - (L_c - L_a)
rear_flux = rho * v * missing_heat


def reach_temperature(T_initial, flux, k, T_target):
    """Distance and heat flux when the backward profile reaches T_target."""
    def slope(y, state):
        return [state[1] / k, rho * v * c_s * state[1] / k]

    def reached(y, state):
        return state[0] - T_target
    reached.terminal = True
    path = solve_ivp(slope, (0, 5e-6), [T_initial, flux], events=reached,
                     rtol=1e-10, atol=1e-7, max_step=2e-8)
    assert path.status == 1
    return path.t_events[0][0], path.y_events[0][0][1]


cold_demand = rho * v * (L_a + c_s * (T1 - T_cold))
_, liquid_flux = reach_temperature(T1, cold_demand, k_l, T2)
numerical_rear_flux = liquid_flux - rho * v * L_c
assert abs(numerical_rear_flux / rear_flux - 1) < 1e-6
rear_distance = k_c / (rho * v * c_s) * np.log(
    1 + rho * v * c_s * (T_mc - T2) / rear_flux)
numerical_distance, _ = reach_temperature(T2, numerical_rear_flux, k_c, T_mc)
assert abs(numerical_distance / rear_distance - 1) < 1e-6


# Size of nonlinear kinetics, with the same slopes at the melting points
def saturating_speed(slope, latent, T_melt, T):
    difference = abs(T - T_melt)
    x = latent * molar_mass * difference / (const.R * T * T_melt)
    return slope * difference * (-np.expm1(-x)) / x


v_nonlinear = saturating_speed(mu_c, L_c, T_mc, T2)
T1_nonlinear = brentq(
    lambda T: saturating_speed(mu_a, L_a, T_ma, T) - v_nonlinear,
    T_ma + 0.01, T_ma + 300)
thickness_nonlinear = k_l / (rho * v_nonlinear * c_s) * np.log(
    L_c / (L_a + c_s * (T1_nonlinear - T_start)))

# Other neglected effects, using rough solid-phase growth parameters
radiation = const.Stefan_Boltzmann * T2**4
release = rho * v * L_c
spe_prefactor, spe_energy = 4e6, 2.7


def solid_growth(T):
    return spe_prefactor * np.exp(-spe_energy * const.e / (const.k * T))


print("INPUTS (rough silicon-like values)")
print(f"Crystal / amorphous melting point: {T_mc:.0f} / {T_ma:.0f} K")
print(f"Latent heat, crystal / amorphous: {L_c/1e3:.0f} / {L_a/1e3:.0f} J/g")
print(f"Common heat capacity: {c_s/1e3:.2f} J/(g K)")
print(f"Common density: {rho/1e3:.2f} g/cm3")
print(f"Conductivity a / l / c: {k_a:.1f} / {k_l:.1f} / {k_c:.1f} W/(m K)")
print(f"Kinetic slope, melting / freezing: {mu_a:.2f} / {mu_c:.2f} m/(s K)")
print(f"Initial amorphous temperature: {T_start:.0f} K")
print("STEADY WAVE")
print(f"Freezing-front temperature: {T2:.1f} K")
print(f"Melting-front temperature: {T1:.1f} K")
print(f"Undercooling at freezing front: {T_mc-T2:.1f} K")
print(f"Superheating at melting front: {T1-T_ma:.1f} K")
print(f"Speed, formula / evolution: {v:.3f} / {v_run:.3f} m/s")
print(f"Thickness, formula / evolution: {thickness*1e9:.2f} / "
      f"{S_ell*1e9:.2f} nm")
print(f"Heat to preheat amorphous solid: {c_s*(T1-T_start)/1e3:.1f} J/g")
print(f"Heat to warm liquid: {c_s*(T2-T1)/1e3:.1f} J/g")
print(f"Amorphous preheating decay length: {preheat_length*1e9:.1f} nm")
print(f"Liquid thermal length k_l/(rho v c): "
      f"{k_l/(rho*v*c_s)*1e6:.3f} um")
print(f"Liquid residence time: {thickness/v*1e9:.2f} ns")
print(f"Heat flux at freezing front: {flux_freeze/1e10:.3f} MW/cm2")
print(f"Heat flux at melting front: {flux_melt/1e10:.3f} MW/cm2")
print("WINDOW")
print(f"Allowed initial temperature: {T0_low:.1f} to {T0_high:.1f} K")
print(f"Upper speed limit: {v_max:.2f} m/s")
for T0 in (1110.0, 1120.0, 1150.0, 1200.0):
    row = steady_wave(T0)
    print(f"T0 {T0:.0f} K: speed {row[0]:.2f} m/s, T1 {row[1]:.1f} K, "
          f"T2 {row[2]:.1f} K, thickness {row[3]*1e9:.1f} nm")
print(f"At {T_dead:.0f} K, 60 nm layer shrinks to 5 nm in: "
      f"{vanish_time*1e6:.3f} us")
print("COLD LAYER AT THE SAME IMPOSED SPEED")
print(f"Initial temperature: {T_cold:.0f} K")
print(f"Missing heat: {missing_heat/1e3:.1f} J/g")
print(f"Required rear heat flux: {numerical_rear_flux/1e10:.3f} MW/cm2")
print(f"Distance behind freezing front to crystal melting point: "
      f"{numerical_distance*1e9:.1f} nm")
print("NEGLECTED EFFECTS")
print(f"Start from 60 nm, time to within 10% of thickness: "
      f"{settle_time*1e6:.2f} us")
print(f"Start-up distance at steady speed: {v*settle_time*1e6:.1f} um")
print(f"Liquid heat capacity in variant: {c_variant/1e3:.2f} J/(g K)")
print(f"Variant speed: {vv:.3f} m/s")
print(f"Variant thickness: {v_thickness*1e9:.2f} nm")
print(f"Nonlinear-kinetics speed: {v_nonlinear:.3f} m/s")
print(f"Nonlinear-kinetics thickness: {thickness_nonlinear*1e9:.2f} nm")
print(f"Black-body radiation / freezing heat flux: {radiation/release:.2e}")
print(f"Rough solid-phase growth prefactor: {spe_prefactor:.1e} m/s")
print(f"Rough solid-phase activation energy: {spe_energy:.1f} eV")
print(f"Solid-phase growth at T0: {solid_growth(T_start)*1e6:.2f} um/s")
print(f"Solid-phase growth at T1: {solid_growth(T1)*1e3:.2f} mm/s")
print(f"Time for 100 nm solid-phase growth at T0: "
      f"{100e-9/solid_growth(T_start)*1e3:.1f} ms")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough silicon-like values)
Crystal / amorphous melting point: 1685 / 1420 K
Latent heat, crystal / amorphous: 1800 / 1350 J/g
Common heat capacity: 1.00 J/(g K)
Common density: 2.33 g/cm3
Conductivity a / l / c: 1.8 / 55.0 / 25.0 W/(m K)
Kinetic slope, melting / freezing: 0.10 / 0.10 m/(s K)
Initial amorphous temperature: 1120 K
STEADY WAVE
Freezing-front temperature: 1570.0 K
Melting-front temperature: 1535.0 K
Undercooling at freezing front: 115.0 K
Superheating at melting front: 115.0 K
Speed, formula / evolution: 11.500 / 11.500 m/s
Thickness, formula / evolution: 40.31 / 40.30 nm
Heat to preheat amorphous solid: 415.0 J/g
Heat to warm liquid: 35.0 J/g
Amorphous preheating decay length: 67.2 nm
Liquid thermal length k_l/(rho v c): 2.053 um
Liquid residence time: 3.50 ns
Heat flux at freezing front: 4.823 MW/cm2
Heat flux at melting front: 4.729 MW/cm2
WINDOW
Allowed initial temperature: 1102.5 to 1235.0 K
Upper speed limit: 13.25 m/s
T0 1110 K: speed 12.50 m/s, T1 1545.0 K, T2 1560.0 K, thickness 15.8 nm
T0 1120 K: speed 11.50 m/s, T1 1535.0 K, T2 1570.0 K, thickness 40.3 nm
T0 1150 K: speed 8.50 m/s, T1 1505.0 K, T2 1600.0 K, thickness 150.6 nm
T0 1200 K: speed 3.50 m/s, T1 1455.0 K, T2 1650.0 K, thickness 773.3 nm
At 1095 K, 60 nm layer shrinks to 5 nm in: 0.478 us
COLD LAYER AT THE SAME IMPOSED SPEED
Initial temperature: 300 K
Missing heat: 820.0 J/g
Required rear heat flux: 2.197 MW/cm2
Distance behind freezing front to crystal melting point: 122.5 nm
NEGLECTED EFFECTS
Start from 60 nm, time to within 10% of thickness: 0.52 us
Start-up distance at steady speed: 6.0 um
Liquid heat capacity in variant: 1.03 J/(g K)
Variant speed: 12.295 m/s
Variant thickness: 20.53 nm
Nonlinear-kinetics speed: 10.106 m/s
Nonlinear-kinetics thickness: 47.79 nm
Black-body radiation / freezing heat flux: 7.14e-06
Rough solid-phase growth prefactor: 4.0e+06 m/s
Rough solid-phase activation energy: 2.7 eV
Solid-phase growth at T0: 2.84 um/s
Solid-phase growth at T1: 5.46 mm/s
Time for 100 nm solid-phase growth at T0: 35.3 ms
ALL CHECKS PASSED
```
